# Primary current distribution on a disk electrode in an insulating plane

## What dimensions already settle

A flat metal disk of radius $a$ lies flush in an infinite insulating plane. Above it is a half-space of solution with uniform conductivity $\kappa$, and the counterelectrode is at infinity, where the potential is zero. In the primary problem the solution next to the disk has one potential $\phi_s$: the electrode reaction, concentration changes and the metal itself cost no voltage.

The data are therefore $\kappa$, $a$ and $\phi_s$. Ohm's law is linear, and $\kappa\phi_s/a$ has the dimension of a current density, so

$$i(r)=\frac{\kappa\phi_s}{a}\,g(r/a),\qquad \frac{i(r)}{i_{\rm avg}}=f(r/a),\qquad R=\frac{\text{number}}{\kappa a}.$$

Here $r$ is the distance from the axis, $i_{\rm avg}$ the average over the disk and $R$ the resistance to infinity. The ratio of centre to average density is a pure number, which no change of size, conductivity or voltage can alter within this model. The task is to find $f$.

Current leaving the disk is counted positive. A plating cathode has both current and potential reversed, and the formulas then hold for magnitudes. They contain no electrostatic constant and are valid in any coherent units, including atomic units.

## Simple case: a hemisphere

Replace the disk by a metal hemisphere of radius $a$ resting on the plane. With $\rho$ the distance from its centre, the potential

$$\phi=\phi_s\frac{a}{\rho}$$

satisfies Laplace's equation, equals $\phi_s$ on the metal and vanishes far away. Its gradient is radial, so no current crosses the insulating plane. The density on the metal is

$$i=-\kappa\frac{d\phi}{d\rho}\Big|_{\rho=a}=\frac{\kappa\phi_s}{a}.$$

It is uniform. Multiplication by the area $2\pi a^2$ gives $I=2\pi\kappa a\phi_s$ and $R=1/(2\pi\kappa a)$. What remains is to flatten the hemisphere into a disk.

## Generalization: a flattened dome

Coordinates suited to the flattening are $\xi\ge0$ and $0\le\mu\le1$, with

$$r=c\sqrt{(1+\xi^2)(1-\mu^2)},\qquad z=c\mu\xi .$$

A surface of constant $\xi=\xi_0$ is half an oblate spheroid with base radius $A=c\sqrt{1+\xi_0^2}$ and height $B=c\xi_0$. The plane outside it is $\mu=0$. As $\xi_0\to0$ the dome collapses onto a disk of radius $c$.

The derivatives of position are

$$r_\xi=c\xi\sqrt{\frac{1-\mu^2}{1+\xi^2}},\quad z_\xi=c\mu,\quad r_\mu=-c\mu\sqrt{\frac{1+\xi^2}{1-\mu^2}},\quad z_\mu=c\xi .$$

Since $r_\xi r_\mu+z_\xi z_\mu=-c^2\xi\mu+c^2\mu\xi=0$, the coordinates are orthogonal. The squared lengths per unit coordinate are

$$h_\xi^2=r_\xi^2+z_\xi^2=c^2\frac{\xi^2+\mu^2}{1+\xi^2},\qquad h_\mu^2=c^2\frac{\xi^2+\mu^2}{1-\mu^2},$$

and $h_\theta=r$ for the azimuth. The current through a coordinate patch $d\mu\,d\theta$ is $-\kappa(h_\mu h_\theta/h_\xi)\,\partial_\xi\phi\,d\mu\,d\theta$, where

$$\frac{h_\mu h_\theta}{h_\xi}=c(1+\xi^2),\qquad \frac{h_\xi h_\theta}{h_\mu}=c(1-\mu^2).$$

Charge conservation for axisymmetric fields thus reads

$$\partial_\xi[(1+\xi^2)\partial_\xi\phi]+\partial_\mu[(1-\mu^2)\partial_\mu\phi]=0. \tag{1}$$

The metal is a surface of constant $\xi$, so try $\phi=\phi(\xi)$. The insulator condition $\partial_\mu\phi=0$ at $\mu=0$ is then met, and (1) makes $(1+\xi^2)\phi'$ constant. Integrating, with $\phi\to0$ as $\xi\to\infty$,

$$\phi=\phi_s\frac{\operatorname{arccot}\xi}{\operatorname{arccot}\xi_0}.$$

Because $(\operatorname{arccot}\xi)'=-1/(1+\xi^2)$, the current through a strip $d\mu$ of the dome is

$$dI=\frac{2\pi\kappa c\,\phi_s}{\operatorname{arccot}\xi_0}\,d\mu,\qquad I=\frac{2\pi\kappa c\,\phi_s}{\operatorname{arccot}\xi_0}. \tag{2}$$

The density is $-\kappa\phi'/h_\xi$:

$$i=\frac{\kappa\phi_s}{c\operatorname{arccot}\xi_0\,\sqrt{(1+\xi_0^2)(\xi_0^2+\mu^2)}}. \tag{3}$$

**Limit check.** For $\xi_0\to\infty$, $\operatorname{arccot}\xi_0\to1/\xi_0$ and $c\xi_0\to a$. Equation (2) returns $2\pi\kappa a\phi_s$ and (3) returns $\kappa\phi_s/a$, as for the hemisphere.

Between the limits, (3) gives the ratio of rim density ($\mu=0$) to top density ($\mu=1$):

$$\frac{i_{\rm rim}}{i_{\rm top}}=\frac{\sqrt{1+\xi_0^2}}{\xi_0}=\frac AB .$$

A dome ten times wider in radius than it is high has ten times the density at its rim. The disk is the limit $B\to0$, so its rim density must diverge.

## The disk

Set $\xi_0=0$, $c=a$ and $\operatorname{arccot}0=\pi/2$. On the disk $r=a\sqrt{1-\mu^2}$, hence $\mu=\sqrt{1-r^2/a^2}$. Equations (2) and (3) become

$$I=4\kappa a\phi_s,\qquad R=\frac1{4\kappa a},\qquad i=\frac{2\kappa\phi_s}{\pi a\mu}.$$

The average is $i_{\rm avg}=I/(\pi a^2)=4\kappa\phi_s/(\pi a)$. Dividing,

$$\boxed{\;i(r)=\frac{i_{\rm avg}}{2\sqrt{1-r^2/a^2}}\;} \tag{4}$$

The centre carries half the average density. The factor has a geometrical reading. By (2), equal steps of $\mu$ carry equal current. On a hemisphere of radius $a$ standing over the disk, equal steps of height also have equal area. The disk distribution is therefore a uniform distribution on that hemisphere projected straight down. The hemisphere has twice the disk's area, and at the centre the projection does not change areas; this gives one half. Near the rim the hemisphere is steep, and much of its area falls on a narrow ring.

The current inside radius $r$ is the share of $\mu$ between $\sqrt{1-r^2/a^2}$ and 1:

$$\frac{I(r)}{I}=1-\sqrt{1-r^2/a^2}. \tag{5}$$

The density equals the average where $\mu=1/2$, at $r=\sqrt3a/2$. Inside lies 75% of the area with 50% of the current.

For the rim, let $s=a-r$. Then $1-r^2/a^2=(s/a)(2-s/a)$, and for $s\ll a$

$$i\simeq i_{\rm avg}\sqrt{\frac{a}{8s}} . \tag{6}$$

The density diverges, but by (5) the current within $s$ of the rim is about $I\sqrt{2s/a}$, which tends to zero with $s$.

**Is the solution unique?** Close to the rim its curvature is negligible, and the problem is plane, with fixed potential on one side and no flux on the other. With $\varrho$ the distance from the rim and $\vartheta$ the angle from the metal, the difference $w$ of two solutions consists there of terms $\varrho^{m+1/2}\sin[(m+\tfrac12)\vartheta]$ with integer $m$. Negative $m$ would give infinite dissipated power, since $|\nabla w|^2$ would grow at least as $\varrho^{-3}$. Requiring finite power leaves $w\sim\varrho^{1/2}$. Now integrate $\nabla\cdot(w\nabla w)=|\nabla w|^2$ over the solution. The surface terms vanish on the disk ($w=0$), on the insulator (no flux), at infinity ($w\nabla w$ falls as the inverse cube of distance, area grows as its square) and on a thin tube around the rim ($w\nabla w$ stays finite, area shrinks). Thus $\nabla w=0$, and $w=0$.

**Numerical check.** Equation (4) can be tested without assuming it. The disk was cut into 400 rings of unknown uniform density, and the potential of all rings together was required to be the same at the middle of each. The solution gave $R\kappa a=0.25000$ and differed from (4) by at most 0.011% of the local value for $0.05<r/a<0.99$. The mean density over roughly the inner tenth of the radius was 0.5013 of the average; (5) gives $(1-\sqrt{0.99})/0.01=0.5013$ for that area. A power-law fit for $0.00125<s/a<0.02$ gave exponent $-0.4985$. The factor $2-s/a$ dropped in (6) adds about $s/(4a)$ to the slope, at most 0.005 here, so a value slightly above $-1/2$ is expected.

## Next generalization: other densities on the disk

A real reaction needs a driving voltage that depends on $i$, so the potential beside the disk is no longer uniform. Separate (1) as $\phi=P_{2n}(\mu)q(\xi)$. The Legendre polynomials of even order have zero slope at $\mu=0$, as the insulator requires. With $l=2n$, $q$ obeys

$$[(1+\xi^2)q']'=l(l+1)q .$$

The decaying solution is

$$q(\xi)=\int_0^\infty X^{-l-1}dt,\qquad X=\xi+S\cosh t,\quad S=\sqrt{1+\xi^2}.$$

To verify it, put $p=-l-1$ and apply the operator $\partial_\xi S^2\partial_\xi+S^{-2}\partial_t^2$ to $X^p$. The terms with $p(p-1)X^{p-2}$ are multiplied by

$$(S+\xi\cosh t)^2+\sinh^2t=X^2,$$

and those with $pX^{p-1}$ by

$$\frac{\cosh t}{S}+2\xi+\frac{2\xi^2\cosh t}{S}+\frac{\cosh t}{S}=2X .$$

The sum is $[p(p-1)+2p]X^p=l(l+1)X^p$. On integration over $t$ the $\partial_t^2$ term drops out, because $\partial_tX^p$ vanishes at both ends.

At $\xi=0$, $X=\cosh t$ and $\partial_\xi X=1$. Define $W_m=\int_0^\infty\cosh^{-m}t\,dt$. Then $q(0)=W_{2n+1}$ and $-q'(0)=(2n+1)W_{2n+2}$. Integration by parts gives $W_{m+2}=\frac{m}{m+1}W_m$, with $W_1=\pi/2$ and $W_2=1$. Hence

$$\lambda_n\equiv\frac{q(0)}{-q'(0)}=\frac\pi2\left[\prod_{k=1}^n\frac{2k-1}{2k}\right]^2 .$$

On the disk $\partial_z=(a\mu)^{-1}\partial_\xi$, so density and potential are paired as

$$i=C\frac{P_{2n}(\mu)}{\mu}\quad\longleftrightarrow\quad \phi_0=\frac{aC}{\kappa}\lambda_nP_{2n}(\mu). \tag{7}$$

**Limit check.** For $n=0$, $C=i_{\rm avg}/2$ and $\lambda_0=\pi/2$ give $\phi_0=\pi a i_{\rm avg}/(4\kappa)$, the primary result. For $n=0$ to 3, direct integration of the point-source potential $1/(2\pi\kappa d)$ over the disk, $d$ being the distance from the source, agreed with (7) at $r/a=0$, 0.5 and 0.85 to within $10^{-7}$ in units of $aC/\kappa$.

## Adding electrode kinetics

Far from equilibrium, Tafel kinetics costs a voltage $b\ln i$ plus a constant, with $b=R_gT/(\alpha F)$, where $R_g$ is the gas constant, $T$ the temperature, $F$ Faraday's constant and $\alpha$ the transfer coefficient. The metal has one potential, so

$$\frac{\kappa\phi_0(r)}{a\,i_{\rm avg}}+{\rm Wa}\,\ln\frac{i(r)}{i_{\rm avg}}=\text{constant},\qquad {\rm Wa}=\frac{b\kappa}{a\,i_{\rm avg}}. \tag{8}$$

The Wagner ratio Wa compares the kinetic voltage scale with the ohmic one. Small Wa leads back to (4) at fixed distance from the rim. At the rim itself the logarithm forbids an infinite density, since $\phi_0$ would have to fall without bound.

**Large Wa.** The density becomes uniform. A uniform disk has potential $a i_{\rm avg}/\kappa$ at its centre, from $\int_0^a 2\pi r\,dr/(2\pi r)=a$. At its rim, chords of length $2a\cos\theta$ give $(1/2\pi)\int_{-\pi/2}^{\pi/2}2a\cos\theta\,d\theta=2a/\pi$. To first order in $1/{\rm Wa}$, (8) then yields

$$\frac{i_{\rm rim}-i_{\rm centre}}{i_{\rm avg}}\simeq\frac{1-2/\pi}{\rm Wa}.$$

**Small Wa.** Kinetics matters at a distance $s$ from the rim where the ohmic drop $i s/\kappa$ is comparable with $b$. Inserting (6) gives $s\sim8a\,{\rm Wa}^2$ and a rim density of order $i_{\rm avg}/(8{\rm Wa})$. This is a scaling estimate with an uncertain numerical factor.

## Numbers for a plating disk

Take a solid disk of radius 50 mm in a low-acid bath for a divalent metal, with $\kappa=5$ S/m and $i_{\rm avg}=10$ mA/cm² (100 A/m²). These and the parameters below are rough, chosen values. The primary law gives

$$I=\pi(0.05)^2(100)=0.785\ {\rm A},\qquad R=\frac{1}{4(5)(0.05)}=1.00\ \Omega,$$

and an ohmic voltage of 0.785 V. The density is 5.0 mA/cm² at the centre, 5.8 at half the radius, 10.0 at $r=0.866a$ and 35.4 at 0.5 mm from the rim. There (6) gives 35.36 against 35.44 from (4).

**Kinetics.** With $\alpha=0.5$ at 298 K, $b=51.4$ mV and

$${\rm Wa}=\frac{(0.0514)(5)}{(0.05)(100)}=0.051 .$$

Numerical solution of (8) raises the centre from 5.0 to 5.8 mA/cm², by 15%, and limits the rim to about 48 mA/cm². The scaling estimate gives 24 for the rim, low by a factor of two. These figures assume the Tafel regime, that is, an exchange current density well below the local density. With the reverse reaction included (anodic transfer coefficient 1.5), they are unchanged for an exchange density up to about 1 mA/cm², but at 10 mA/cm² the rise at the centre is only about 7% and the rim carries about 54 mA/cm². At ${\rm Wa}=0.01$ the computed centre ratio is about 0.52, closer to one half (the third digit shifts by about 0.001 with the discretization). "Half the average" is thus a limit, which this disk approaches but does not reach.

**Diffusion.** For ions of concentration $c_0=600$ mol/m³ and diffusivity $D=5\times10^{-10}$ m²/s crossing a stagnant film of thickness $\delta=50$ µm, the largest diffusive flux gives $i_{\rm lim}=2FDc_0/\delta=116$ mA/cm², with migration neglected. The primary law exceeds this within 0.047 mm of the rim. That width is about the film thickness, so a one-dimensional film is itself a crude picture there. The kinetic rim density is 42% of this purely diffusive limit. In a low-acid bath migration is not negligible, since in dilute-solution theory the metal ion alone would supply 4.5 of the 5 S/m. For a sulfate salt the same theory raises the limit by a factor of about 1.5 with 100 mol/m³ of sulfuric acid and by 2 without acid, which lowers the share to between 27% and 21%. Depletion at the rim is still appreciable, and the figure of 48 mA/cm² does not include its effect.

**Counterelectrode.** Let a parallel counterelectrode stand at $h=200$ mm. Zero potential there is produced by images of the disk at heights $2mh$, for all nonzero integers $m$, with signs $(-1)^m$. Treat each as a point source and expand $1/\sqrt{r^2+4m^2h^2}\simeq1/(2mh)-r^2/(16m^3h^3)$. The constant part, $-I\ln2/(2\pi\kappa h)$, lowers the resistance by 0.11 Ω and the ohmic voltage from 0.785 V to about 0.70 V, without changing the profile. Apart from it, the images add $Qr^2$ to the disk potential, with

$$Q=\frac{I}{2\pi\kappa}\,\frac{2\eta}{16h^3}=\frac{\eta a^2i_{\rm avg}}{16\kappa h^3},\qquad \eta=\sum_{m\ge1}\frac{(-1)^{m+1}}{m^3}=0.9015 .$$

Since $r^2=\tfrac23a^2(1-P_2)$, a density $C_1P_2/\mu$ must cancel $-\tfrac23Qa^2P_2$. With $\lambda_1=\pi/8$, (7) gives $C_1=16\kappa aQ/(3\pi)$. This mode carries no net current. At the centre, relative to $i_{\rm avg}/2$, it adds

$$\frac{2\eta}{3\pi}\left(\frac ah\right)^3=0.30\%.$$

A solution with extended images and several modes gives 0.29%. Side walls are not included, and they can matter far more: with the same $h$, an insulating cylindrical wall raises the primary centre density by about 1% at radius $4.1a$, 8% at $2.1a$, 23% at $1.5a$ and 50% at $1.2a$.

**Heat and metal.** In stagnant solution of thermal conductivity $k$, the steady temperature rise obeys $k\nabla^2\Theta=-\kappa|\nabla\phi|^2$. Because $\nabla^2(\phi^2/2)=|\nabla\phi|^2$, the solution for an adiabatic disk and plane is $\Theta=(\kappa/k)(\phi_s\phi-\phi^2/2)$; its normal derivative on the disk contains the factor $\phi_s-\phi=0$. In this steady state, with the counterelectrode at infinity, the disk is warmer by $\kappa\phi_s^2/(2k)=2.6$ K for $k=0.6$ W/(m K). The state is approached slowly: heat needs about five hours to diffuse over a distance $a$ in water, and after one hour the centre of a thin adiabatic disk has warmed by less than 0.5 K. The stirring implied by a 50 µm film would lower the rise, and heat released by the electrode reaction is not included. The drop through 5 mm of metal of conductivity $10^7$ S/m is 50 nV.

**Beside a real cell.** The radius is that of a small wafer, and the conductivity is meant for a weakly acid bath. Strongly acid baths conduct roughly ten times better. At the same radius, current density and $b$, Wa would then be ten times larger, about 0.5, and (4) would be a poor guide. In a laterally unbounded cell the 15% shift of the centre density from kinetics far exceeds the 0.3% from the counterelectrode, but insulating walls within about $1.5a$ of the axis shift the primary value by more than kinetics does; the shifts due to depletion and heating were not computed. A thin metal film contacted at its rim breaks another assumption, that of a single metal potential; the 50 nV for a thick plate contacted over its back says nothing about that case. Most of the computed values above also appear in the numerical output.

## Table of computed values

```
TESTS OF THE PRIMARY LAW (ring solution)
centre density / average: 0.5013 (dimensionless)
resistance * kappa * a: 0.25000 (dimensionless)
edge exponent: -0.4985 (dimensionless)
largest profile error, 0.05<r/a<0.99: 0.011 %
current inside r/a=sqrt(3)/2: 50.00 %
EXAMPLE INPUTS (rough chosen values)
disk radius: 50.0 mm
solution conductivity: 5.00 S/m
average current density: 10.00 mA/cm2
temperature: 298.15 K
transfer coefficient: 0.50 (dimensionless)
ion charge number: 2 (dimensionless)
ion concentration: 600 mol/m3
ion diffusivity: 5.00e-10 m2/s
diffusion film thickness: 50.0 um
counterelectrode distance: 200.0 mm
thermal conductivity: 0.60 W/(m K)
metal conductivity: 1.00e+07 S/m
metal thickness: 5.0 mm
PRIMARY RESULTS
total current: 0.7854 A
solution resistance: 1.0000 ohm
ohmic voltage: 0.7854 V
density at r/a=0.0000: 5.000 mA/cm2
density at r/a=0.5000: 5.774 mA/cm2
density at r/a=0.8660: 10.000 mA/cm2
density at r/a=0.9900: 35.444 mA/cm2
density at r/a=0.9990: 111.831 mA/cm2
edge law at 0.50 mm from rim: 35.355 mA/cm2
NEGLECTED EFFECTS
Tafel parameter b: 51.39 mV
Wagner ratio Wa: 0.0514 (dimensionless)
centre density with kinetics: 5.773 mA/cm2
edge density with kinetics: 48.46 mA/cm2
centre/average at Wa=0.01: 0.5163 (dimensionless)
diffusion-limited density: 115.78 mA/cm2
primary law above limit within: 0.0466 mm of rim
kinetic edge density / limit: 41.9 %
counterelectrode centre shift, solved: 0.287 %
counterelectrode centre shift, estimate: 0.299 %
stagnant disk warming: 2.57 K
voltage through metal thickness: 50.0 nV
```
